Mean Arrhenius rate under a Gaussian uncertainty in the migration barrier

**Data for all parts**

An oxygen vacancy of charge +2e hops between neighbouring sites in a hafnium-oxide memory film. Its hopping rate over a barrier E is

k(E) = ν exp(−E/k_BT).

The barrier is known only as a Gaussian distribution with mean μ = 0.70 eV and standard deviation σ = 0.10 eV. The prefactor is ν = 1.0×10¹³ s⁻¹ and the temperature is T = 300 K, so k_BT = 0.025852 eV. Unless a part says otherwise, ν is the same for every barrier, and μ, σ and ν do not depend on temperature. Angle brackets denote the average over the barrier distribution. Φ is the standard normal distribution function: Φ(a) is the probability that a standard normal variable lies below a.

**Part (a)**

Show that the mean rate exceeds the rate at the mean barrier by roughly 1800 times. How sensitive is this factor to σ?

**Answer.** Write E = μ + σz, where z is a standard normal variable with density φ(z) = exp(−z²/2)/√(2π). Define s = σ/(k_BT). Then

k(E) = ν exp(−μ/k_BT) exp(−σz/k_BT) = k(μ) exp(−sz).

Dividing by k(μ) removes both ν and μ:

⟨k⟩/k(μ) = ∫ exp(−sz) φ(z) dz, with z from −∞ to ∞.

To complete the square in the exponent, expand (z + s)² = z² + 2sz + s². Hence

−sz − z²/2 = −(z + s)²/2 + s²/2,

and therefore

exp(−sz) φ(z) = exp(s²/2) φ(z + s).

The shifted density φ(z + s) still integrates to one, so

⟨k⟩/k(μ) = exp(s²/2) = exp[σ²/(2(k_BT)²)].

For the given data,

s = 0.10/0.025852 = 3.868,
s²/2 = 7.481,
⟨k⟩/k(μ) = exp(7.481) ≈ 1775.

Direct numerical integration over the barrier distribution gives the same value. In absolute terms, k(μ) = 17.4 s⁻¹ and ⟨k⟩ = 3.09×10⁴ s⁻¹.

The factor exceeds one because the exponential is convex: lowering the barrier by some amount adds more to the rate than raising it by the same amount removes. When s is small the factor tends to 1 + s²/2, and the bias is slight. Here s is nearly 4, and σ enters squared in an exponent. With T held fixed, σ = 0.09 eV gives 428 and σ = 0.11 eV gives 8540. The figure 1800 is thus far less reliable than the estimate of σ: an error of 10% in σ changes it by a factor of between four and five.

**Part (b)**

Which barriers supply the mean rate? Find the single barrier that would reproduce ⟨k⟩, and the activation energy that an Arrhenius plot of ⟨k⟩ would show.

**Answer.** By part (a), the contribution of each z to the mean is proportional to φ(z + s), a Gaussian of unit width centred at z = −s. In terms of energy, the contributions form a Gaussian of width σ centred at

E* = μ − sσ = μ − σ²/(k_BT) = 0.70 − 0.387 = 0.313 eV.

This Gaussian is symmetric, so half of the mean rate comes from barriers below E*. The probability of such a barrier is

P(E < E*) = Φ(−s) = 5.5×10⁻⁵,

or about one in 18 000. The mean rate is set by barriers almost four standard deviations below the best estimate.

The effective barrier E_eff is defined by ⟨k⟩ = ν exp(−E_eff/k_BT). Taking the logarithm of the result of part (a),

ln⟨k⟩ = ln ν − μ/(k_BT) + σ²/(2(k_BT)²),

and multiplying ln(⟨k⟩/ν) by −k_BT,

E_eff = μ − σ²/(2k_BT) = 0.70 − 0.193 = 0.507 eV.

For the Arrhenius slope let β = 1/(k_BT). Then ln⟨k⟩ = ln ν − βμ + β²σ²/2, and

−d ln⟨k⟩/dβ = μ − βσ² = E*.

At 300 K the slope is 0.313 eV, not 0.507 eV. The plot is curved: at 358 K the same formula gives a slope of 0.376 eV, so a straight line fitted over a range of temperatures gives a value that depends on the range. The two differ because E_eff itself changes with temperature, and the slope includes that change.

**Part (c)**

Is ⟨k⟩ a good prediction for one vacancy hop? Compare it with the median rate and with the mean waiting time.

**Answer.** The rate falls steadily as E rises, so the median barrier gives the median rate. For a Gaussian the median barrier is μ, and k(μ) = 17.4 s⁻¹ is the median rate: the true rate is as likely to lie above it as below.

The true rate exceeds ⟨k⟩ when E < E_eff. Since (E_eff − μ)/σ = −s/2,

P(k > ⟨k⟩) = Φ(−s/2) = 0.027.

If the barrier distribution is right, the rate constant of a single hop lies below ⟨k⟩ with a probability of about 97%.

For a given barrier the expected waiting time is 1/k(E). Its average over the barrier distribution contains exp(+sz) instead of exp(−sz). Replacing z by −z leaves φ unchanged, so the integral is the same as before:

⟨1/k⟩ = exp(s²/2)/k(μ).

The waiting time at the mean barrier is 0.057 s, while the mean waiting time is 102 s. Multiplying the two averages,

⟨k⟩⟨1/k⟩ = exp(s²) = 3.15×10⁶.

Averaging the rate makes the hop look fast, and averaging the time makes it look slow, from the same information. A clearer report is the median with an interval. One standard deviation in E changes the rate by exp(s) ≈ 48, so the one-sigma interval runs from about 0.36 to 830 s⁻¹.

The distinction also matters when the spread is real disorder among sites. If many vacancies sit at independent sites, the average initial number of hops per vacancy per second is ⟨k⟩. If only the first hop of each vacancy is counted, this average falls quickly, because the vacancies with the lowest barriers hop first. It is down by about 13% after 0.1 ns, by 28% after 1 ns and by half after about 10 ns, comparable with 1/k(E*), which is about 18 ns. If vacancies can hop back and forth over the same low barriers, they keep contributing, and the average need not fall. This applies when the spread lies in the saddle heights. If it lies instead in the depths of the sites, a vacancy spends a time proportional to 1/k at each site it visits, and the steady hop rate is 1/⟨1/k⟩ even with return hops and parallel paths. If one vacancy must make many forward hops in series, without returning, its waiting times add. Over a chain long enough to include the rare high barriers, its average pace is 1/⟨1/k⟩, about 0.01 s⁻¹. The barriers that set this average lie near μ + σ²/(k_BT) = 1.09 eV, and only about one barrier in 18 000 is that high, so the chain must be much longer than 18 000 hops. A shorter chain is typically faster: for 20 to 40 hops the median pace is 0.1 to 0.2 s⁻¹. A real network, with parallel paths and return hops, needs its own transport calculation.

**Part (d)**

A colleague estimates ⟨k⟩/k(μ) first by second-order error propagation and then by averaging the rate over 1000 random barriers. Assess both methods.

**Answer.** Second-order propagation expands k about μ. The linear term averages to zero, and the second derivative is k″(μ) = k(μ)/(k_BT)². Hence

⟨k⟩ ≈ k(μ) + σ²k″(μ)/2 = k(μ)(1 + s²/2) = 8.48 k(μ).

This is too small by a factor of about 209. It keeps the first two terms of the series for exp(s²/2), which suffice only when s²/2 is much less than one.

Random sampling has no such bias on average, but a typical finite sample misses the important barriers. The expected number of draws below E* is the sample size times 5.5×10⁻⁵: about 0.05 for 1000 draws and 0.5 for 10 000. Yet half of the mean comes from there. In repeated simulated samples, the median of the estimated ratio was

- 273 for 100 draws (4000 repeats),
- 679 for 1000 draws (1000 repeats),
- 1065 for 10 000 draws (300 repeats).

These medians are themselves noisy: with other random numbers they move by about ±6, ±8 and ±40.

To find the sample size needed, use the relative standard error of a mean of N independent draws:

(relative standard error)² = (⟨k²⟩/⟨k⟩² − 1)/N.

The average of k² contains exp(−2sz), so by the argument of part (b) its contributions centre on μ − 2σ²/(k_BT) = −0.07 eV. Negative barriers have no physical meaning here, so the rate must be limited to ν for E < 0 before the variance is computed. With that cap, a 10% standard error requires N ≈ 8.6×10⁷. This figure is pessimistic for a typical sample, because about 94% of ⟨k²⟩ comes from barriers below 0.14 eV, which even such a sample is expected to draw less than once. About 10⁷ draws already place two thirds of the estimates within 10% of the true mean. The closed formula, or direct integration, is far cheaper.

**Part (e)**

The Gaussian allows negative barriers, and its far tail is rarely established. Test how the ratio responds to (i) a cap k = ν for E < 0, (ii) a change in the shape of the tail, and (iii) scatter in the prefactor.

**Answer.** (i) For E > 0 the contribution is exp(s²/2) times the part of the shifted Gaussian above zero, Φ(E*/σ). For E < 0 the rate is ν, and ν/k(μ) = exp(μ/k_BT). Therefore

⟨k⟩/k(μ) = exp(s²/2) Φ(E*/σ) + exp(μ/k_BT) Φ(−μ/σ) ≈ 1774.

The cap hardly matters because E* lies 3.1σ above zero. Barriers below 5k_BT = 0.129 eV, where the assumption of rare, thermally equilibrated hops becomes doubtful, supply 3.3% of the uncapped mean.

The cap becomes essential on cooling. With μ and σ fixed, E* reaches zero at k_BT = σ²/μ = 0.0143 eV, or about 166 K. Below that temperature the uncapped formula has a negative Arrhenius slope and predicts a mean rate that rises on cooling, which is an artefact of negative barriers. The capped mean instead tends to νΦ(−μ/σ) as T → 0, since every positive barrier then freezes out. That remainder comes from the unphysical part of the Gaussian, so neither version is a prediction in that limit.

(ii) Suppose barriers beyond ±cσ are excluded. The integral of part (a) then runs from −c to c and must be divided by the retained probability, 2Φ(c) − 1. Since the integral of φ(z + s) over this range is Φ(c + s) − Φ(s − c),

⟨k⟩/k(μ) = exp(s²/2)[Φ(c + s) − Φ(s − c)]/[2Φ(c) − 1].

This gives 57 for c = 2, 343 for c = 3 and 980 for c = 4. The cut also reduces the standard deviation, to which the ratio is sensitive, so consider also a uniform distribution with the full σ. It has z between −√3 and √3 with density 1/(2√3), whose variance is (√3)²/3 = 1. Then

⟨k⟩/k(μ) = [1/(2√3)] ∫ exp(−sz) dz = sinh(√3 s)/(√3 s) = 60.6.

At equal mean and variance, the ratio has dropped by a factor of about 29. A mean and a standard deviation alone do not determine the mean rate at this value of s.

(iii) Let ln ν be Gaussian with median prefactor ν₀, standard deviation τ and correlation ρ with E. With w a standard normal variable independent of z,

ln ν = ln ν₀ + τ[ρz + √(1 − ρ²) w].

Divide k by the rate at the mean barrier and median prefactor. The exponent is (ρτ − s)z + τ√(1 − ρ²) w. Each independent Gaussian term contributes half its squared coefficient to the logarithm of the average:

ln(ratio) = (ρτ − s)²/2 + τ²(1 − ρ²)/2 = s²/2 + τ²/2 − ρsτ.

The terms in ρ²τ² have cancelled. For τ = 1, uncorrelated scatter raises the ratio to 2926, while ρ = 0.5 lowers it to 423. Positive correlation means that low barriers tend to have small prefactors, which weakens the fast tail. Negative correlation strengthens it.

**Part (f)**

Estimate the effects of tunnelling, of an applied field of 1 MV/cm with a hop length of 0.26 nm, and of operation at 85 °C. What σ would keep the mean rate within twice the median at 300 K? Judge the result for a real film.

**Answer.** *Tunnelling.* Treat the barrier top as an inverted parabola of frequency ν‡ = 1.0×10¹³ Hz, and let x = hν‡/(k_BT) = 1.60. At energy uk_BT relative to the top, the transmission probability is 1/[1 + exp(−2πu/x)]. The classical step at u = 0 would give a thermal average of one. The quantum average, for x < 2π, is

κ = ∫ exp(−u)/[1 + exp(−2πu/x)] du, with u from −∞ to ∞.

Put y = exp(−2πu/x), so that exp(−u) = y^(x/2π) and du = −(x/2π) dy/y. Using the standard integral ∫ y^(a−1)/(1 + y) dy = π/sin(πa), taken from 0 to ∞ with a = x/2π,

κ = (x/2π) π/sin(x/2) = (x/2)/sin(x/2) = 1.12.

Tunnelling raises rates by about 12% for this assumed frequency. A cosine-shaped path with the oxygen mass, a 0.70 eV barrier and a 0.26 nm hop has ν‡ ≈ 5.6×10¹² Hz and gives only 3%. Quantisation of the vibration in the well is not included; for a well frequency of 10¹³ Hz it adds a further 11%. If all barriers share this curvature, κ cancels from the ratio.

*Field.* At the saddle point, half a hop along the field, the barrier is lowered by

2e × (1.0×10⁸ V/m) × (0.26×10⁻⁹ m)/2 = 0.026 eV.

The forward rate rises by a factor of 2.7. A common shift changes μ but not σ, so the ratio is unaffected apart from the cap, which leaves it at 1773. This estimate is for a hop along the field; averaged over all hop directions the rate rises by only a factor of 1.18, and the shift is then not common to all hops. It also uses the applied field without local-field corrections, which can be large in a high-permittivity oxide. A crude Lorentz factor (ε + 2)/3 with ε between 16 and 25 would give a lowering of 0.16 to 0.23 eV, a forward-rate factor between about 400 and 8500, and a capped ratio between about 1710 and 1500.

*Temperature.* At 358.15 K, with σ unchanged, s²/2 falls to 7.481 × (300/358.15)² = 5.249, and the ratio is 190.

*Required accuracy.* Setting exp(s²/2) = F and solving for σ,

σ = k_BT √(2 ln F).

For F = 2 at 300 K this gives σ = 0.030 eV. The condition applies to a Gaussian barrier error with a fixed prefactor.

*The real film.* The barrier, prefactor and hop length are rough, plausible values for a charged vacancy in hafnium oxide, not computed properties of a particular phase. A σ of 0.10 eV is likewise a plausible allowance for error in a calculated barrier. Real films can break the assumptions of a known Gaussian tail and an independent prefactor: cutting the Gaussian at ±2σ would reduce the ratio from 1775 to 57, and the correlated prefactor of part (e) would reduce it to 423. In a disordered film, a vacancy confined to a one-way chain of hops moves far more slowly than ⟨k⟩ suggests. The waiting-time average of part (c), lower than ⟨k⟩ by a factor of 3×10⁶, needs a chain many micrometres long; across a film 5 to 10 nm thick (20 to 40 hops) the median pace is lower than ⟨k⟩ by a factor of about 2×10⁵ to 3×10⁵. Where parallel paths let vacancies avoid high saddles, these averages need not apply, but parallel paths do not help a vacancy out of a deep site. The factor of 1800 is therefore a correct consequence of the stated Gaussian, but it should not be used as a correction to a device lifetime. Even if the low-barrier tail were established, a lifetime would depend on the whole distribution of waiting times and on how many hops cause failure, not on ⟨k⟩ alone. The values used here are listed in the numerical output.

Values computed for the example and the checks

```
temperature: 300 K; kT: 0.025852 eV
mean barrier: 0.70 eV; sigma: 0.10 eV
prefactor: 1.0e+13 1/s
s = sigma/kT: 3.8682; s^2/2: 7.4814
mean rate / rate at mean barrier, quadrature: 1774.7
same ratio, closed formula: 1774.7
ratio for sigma = 0.09 eV: 428
ratio for sigma = 0.11 eV: 8540
rate at mean barrier (median): 17.399 1/s
mean rate: 3.0877e+04 1/s
rate factor for one sigma: 47.85
dominant barrier E* and Arrhenius slope: 0.3132 eV
effective barrier for the mean rate: 0.5066 eV
share of mean rate from below E*: 0.5000
probability of a barrier below E*: 5.483e-05
probability of rate above mean, formula: 0.0266
probability of rate above mean, sampled: 0.0267
waiting time at mean barrier: 0.05748 s
mean waiting time: 102.00 s
mean rate times mean waiting time: 3.150e+06
ratio from second-order propagation: 8.481
median sampled ratio, 100 draws: 273.3
median sampled ratio, 1000 draws: 679.0
median sampled ratio, 10000 draws: 1065.0
draws for 10% standard error, capped rate: 8.62e+07
ratio with rate capped at zero barrier: 1773.9
probability of a negative barrier: 1.28e-12
5 kT: 0.1293 eV
share of mean rate from barriers below 5 kT: 0.0329
ratio, Gaussian cut at +-2 sigma: 57.4
ratio, Gaussian cut at +-3 sigma: 342.8
ratio, Gaussian cut at +-4 sigma: 980.5
ratio, uniform distribution, same variance: 60.6
standard deviation of ln(prefactor): 1.0
ratio, prefactor scatter, correlation 0.0: 2926
ratio, prefactor scatter, correlation 0.5: 423
hot temperature: 358.15 K; ratio: 190.4
barrier-top frequency: 1.0e+13 Hz; x: 1.5997
tunnelling factor: 1.1152
field: 1.0 MV/cm; hop: 0.26 nm
vacancy charge number: 2
field lowering of barrier: 0.0260 eV
forward-rate factor from field: 2.734
ratio with field and capped rate: 1772.7
sigma for a ratio of 2: 0.0304 eV
```
